# Why the Inner Solve of a Dielectric Preconditioner Can Be Loose

**Q.** My slab calculations solve a linear system with GMRES inside every self-consistency step. What is it for?

**A.** Use atomic units and neutral density changes. An input density $\rho$ gives an output $F(\rho)$, with residual $r=F(\rho)-\rho$ and error $e=\rho-\rho^*$. In the Hartree approximation $e$ changes the potential by $ve$, with $v=4\pi/G^2$ for wavevector $G\neq0$, and the output by $\chi_0ve$. To first order in $e$,
$$r=\chi_0ve-e=-\varepsilon e,\qquad \varepsilon=1-\chi_0v .$$
The step $x=\varepsilon^{-1}r=-e$ would remove the error. The code substitutes a cheap model $\tilde\varepsilon=1-\tilde\chi v$, solves $\tilde\varepsilon x=r$ approximately and sets $\rho'=\rho+\alpha x$. GMRES stops when the inner residual $s=\tilde\varepsilon x-r$ obeys $\|s\|\le\eta\|r\|$.

**Q.** What are $\chi_0$ and $\tilde\chi$ for a slab?

**A.** Let the potential depend on $z$ alone, with real subband functions $\phi_n(z)$, energies $\epsilon_n$ and Fermi function $f$ at temperature $T$. Free in-plane motion with spin has density of states $1/\pi$, so
$$\rho=\sum_nN_n\phi_n^2,\qquad N(\epsilon)=\frac1\pi\int_0^\infty f(\epsilon+E)\,dE,\qquad N'=-\frac f\pi .$$
Perturb by $\psi(z)$, with matrix elements $\psi_{nm}$. First-order theory gives $\delta\phi_n=\sum_{m\ne n}\phi_m\psi_{nm}/(\epsilon_n-\epsilon_m)$ and $\delta N_n=-w_n(\psi_{nn}-\delta\mu)$, with $w_n=f_n/\pi$. Fixed electron number, $\sum_n\delta N_n=0$, gives $\delta\mu=\sum w_n\psi_{nn}/\sum w_n$. Multiply $\delta\rho=\sum_n(2N_n\phi_n\delta\phi_n+\delta N_n\phi_n^2)$ by $\psi$, integrate, and average the double sum with its copy under $n\leftrightarrow m$:
$$\langle\psi,\chi_0\psi\rangle=\sum_{n\ne m}\frac{N_n-N_m}{\epsilon_n-\epsilon_m}\psi_{nm}^2-\sum_nw_n\psi_{nn}^2+\frac{(\sum_nw_n\psi_{nn})^2}{\sum_nw_n}.$$
The first sum is nonpositive because $N$ decreases, and the other two terms together by the Cauchy–Schwarz inequality. The local-density-of-states (LDOS) model keeps $D(z)=\partial\rho/\partial\mu=\sum_nw_n\phi_n^2$:
$$\langle\psi,\tilde\chi\psi\rangle=-\int D\psi^2+\frac{(\int D\psi)^2}{\int D}\le0,$$
again by Cauchy–Schwarz. Both operators are symmetric and negative semidefinite.

**Q.** How much does the inexact solve harm one step?

**A.** GMRES builds $x$ from $r,\tilde\varepsilon r,\dots$ with coefficients that depend on $r$, so the step is no fixed matrix and must be bounded by norms. The definition of $s$ gives $x=\tilde\varepsilon^{-1}(r+s)$. Insert this and $r=-\varepsilon e$ into $e'=e+\alpha x$:
$$e'=(1-\alpha\tilde\varepsilon^{-1}\varepsilon)e+\alpha\tilde\varepsilon^{-1}s .$$
With $\|s\|\le\eta\|r\|\le\eta\|\varepsilon\|\|e\|$ and the triangle inequality, in the norm of the stopping test,
$$\frac{\|e'\|}{\|e\|}\le\|1-\alpha\tilde\varepsilon^{-1}\varepsilon\|+\alpha\eta\,\|\tilde\varepsilon^{-1}\|\,\|\varepsilon\|.\tag{E}$$
The factor $\|\tilde\varepsilon^{-1}\|$ can be dropped in the Coulomb norm $\|a\|_v=\|v^{1/2}a\|_2$. There an operator $B$ has the ordinary norm of $\hat B=v^{1/2}Bv^{-1/2}$. Now $\hat\varepsilon=1-v^{1/2}\chi_0v^{1/2}$ is symmetric with eigenvalues at least 1, since $\chi_0\le0$, and so is $\hat{\tilde\varepsilon}$. Hence $\|\varepsilon^{-1}\|_v\le1$ and $\|\tilde\varepsilon^{-1}\|_v\le1$. Symmetry also makes $1-\hat{\tilde\varepsilon}^{-1}\hat\varepsilon$ the transpose of $1-\hat\varepsilon\hat{\tilde\varepsilon}^{-1}$, so the two share one norm, the model error $\delta$. For $\alpha=1$,
$$\|e'\|_v/\|e\|_v\le\delta+\eta\|\varepsilon\|_v .$$

**Q.** So a loose $\eta$ is safe if $\|\varepsilon\|$ is modest. Is it?

**A.** Not in a thick metal. Estimate the largest eigenvalue $\lambda$ from the LDOS model with sharp edges: $D=k_F/\pi^2$ for $|z|<d/2$, zero in the vacuum, period $L=2d$, and $k_{TF}^2=4\pi D$. An eigenvector with potential $\psi$ has charge $-\psi''/4\pi$ and obeys $(\lambda-1)(-\psi''/4\pi)=-\tilde\chi\psi=D(\psi-\delta\mu)$. For odd $\psi$, $\delta\mu=0$, so $\psi=\sin gz$ in the metal with $\lambda-1=k_{TF}^2/g^2$. In the vacuum $\psi''=0$, and oddness with periodicity forces $\psi(L/2)=0$, a distance $d/2$ from the surface. Matching slopes, with $y=gd/2$, gives $g\cos y=-\sin y/(d/2)$, or $\tan y=-y$, with lowest positive root $2.0288$. An even mode has $\psi-\delta\mu\propto\cos gz$ and is flat in the vacuum, so $\sin y=0$, $y=\pi$, and $\lambda$ is smaller. Thus
$$\lambda\approx1+\frac{k_{TF}^2d^2}{4y^2},$$
the charge-sloshing mode, and contraction by (E) would need $\eta<(1-\delta)/\|\varepsilon\|_v\propto L^{-2}$.

**Q.** Perhaps (E) is just careless?

**A.** For one step it is nearly attained. Take $e$ the unit top eigenvector of $\hat\varepsilon$, so $\|r\|=\|\varepsilon\|$, and $s=\pm\eta\|\varepsilon\|u_0$ with $u_0$ the unit eigenvector of $\hat{\tilde\varepsilon}$ of lowest eigenvalue $\tilde\lambda_{\min}$. This $s$ passes the stopping test. The second term of $e'$ has norm $\eta\|\varepsilon\|/\tilde\lambda_{\min}$ and the first at most $\delta$, so $\|e'\|\ge\eta\|\varepsilon\|/\tilde\lambda_{\min}-\delta$.

**Q.** Then why do loose solves converge?

**A.** Follow the residual instead. Multiply the equation for $e'$ by $-\varepsilon$ and set $A=\varepsilon\tilde\varepsilon^{-1}$. The first term is $-\varepsilon e+\alpha A\varepsilon e=r-\alpha Ar$, the second $-\alpha As$:
$$r'=(1-\alpha A)r-\alpha As,\qquad\frac{\|r'\|}{\|r\|}\le\|1-\alpha A\|+\alpha\eta\|A\|.\tag{R}$$
The large operator reaches $s$ after $\tilde\varepsilon^{-1}$ has screened it. For $\alpha=1$, $\|A\|=\|1-(1-A)\|\le1+\delta$, so
$$\|r'\|_v/\|r\|_v\le q=\delta+\eta(1+\delta),$$
and $q<1$ when $\eta<(1-\delta)/(1+\delta)$, which requires $\delta<1$. At $\eta=0$ the rate bound is the model error; for an exact model it is $\eta$.

At most $2\eta\delta$ is wasted in $q$. Take unit vectors with $(1-A)r=\delta u$, set $p=A^{-1}u$ and $s=-\eta p/\|p\|$. Then $r'=(\delta+\eta/\|p\|)u$. From $u=p-(1-A)p$ follows $1\ge(1-\delta)\|p\|$, so $\|r'\|\ge\delta+\eta(1-\delta)$, within $2\eta\delta$ of $q$.

**Q.** I care about the density error. Can the large jump repeat?

**A.** Not indefinitely. Since $e=-\varepsilon^{-1}r$ and $\|\varepsilon^{-1}\|_v\le1$,
$$\|e_n\|_v\le\|r_n\|_v\le q^n\|r_0\|_v\le\|\varepsilon\|_v\,q^n\|e_0\|_v .$$
The norm of $\varepsilon$ is a prefactor. Reducing the error by a factor $\tau$ is guaranteed once $n\ge[\ln(1/\tau)+\ln\|\varepsilon\|_v]/\ln(1/q)$, a cost logarithmic in size at fixed $\delta$. By the first bound, $\|e'\|_v\le\delta\|e\|_v+\eta\|r\|_v$, the error can grow only while $\eta\|r\|_v>(1-\delta)\|e\|_v$, that is, while the residual is large against the error. The same bound allows the largest jump at the largest possible ratio, $\|r\|_v/\|e\|_v=\|\varepsilon\|_v$.

**Q.** And does $\delta$ stay small as the slab grows?

**A.** In the uniform gas plane waves of wavevector $g$ diagonalize both operators: $\tilde\varepsilon=1+k_{TF}^2/g^2$ and, at $T=0$, $\varepsilon=1+k_{TF}^2\Lambda/g^2$, with the Lindhard function $\Lambda=\frac12+\frac{1-t^2}{4t}\ln\left|\frac{1+t}{1-t}\right|$, $t=g/2k_F$. Subtracting,
$$1-\frac{\varepsilon}{\tilde\varepsilon}=\frac{k_{TF}^2(1-\Lambda)}{g^2+k_{TF}^2}.$$
This vanishes as $g\to0$, where $\Lambda\to1$ and $\varepsilon$ diverges, and as $g\to\infty$. For a slab I have numbers, not a proof.

**Q.** Show me.

**A.** Take a Hartree model with round parameters: a positive background with $r_s=1.6$ Å, a fixed well of 8 eV with the same tanh edges of width 0.5 Å, $k_BT=0.3$ eV, and cells half filled with vacuum. Then $k_F=(9\pi/4)^{1/3}/r_s=1.199$ Å⁻¹ and $k_{TF}=1.699$ Å⁻¹. A scan over $g$ puts the bulk maximum at $0.189$, near $g=2.69$ Å⁻¹. The slab was made self-consistent by dense diagonalization in plane waves on a 0.3125 Å grid, $\chi_0$ was summed over states, and norms came from singular values. In the Coulomb norm, with $q$ at $\eta=0.3$:

| $L$ (Å) | $\Vert\varepsilon\Vert_v$ | $\delta$ | $\eta$ limit (E) | $\eta$ limit ($q$) | $q$ |
|---|---|---|---|---|---|
| 20 | 19.8 | 0.204 | 0.040 | 0.66 | 0.565 |
| 40 | 74.0 | 0.212 | 0.011 | 0.65 | 0.576 |
| 80 | 287 | 0.211 | 0.0027 | 0.65 | 0.574 |

For $L=40$ Å the sloshing estimate is $1+1.699^2\times20^2/(4\times2.0288^2)=71.1$, about 4% below the computed 74.0. The limits are $0.788/74.0=0.011$ and $0.788/1.212=0.65$. At $\eta=0.3$, (E) gives $0.212+0.3\times74.0=22.4$ and $q=0.212+0.3\times1.212=0.576$. The bound (R) itself is tighter: with $\|A\|_v=1.005$ in place of $1+\delta$ it gives $0.51$ and an $\eta$ limit of $0.78$. The residual construction yields $0.451$, above its floor $0.212+0.3\times0.788=0.448$. The error construction, with $\tilde\lambda_{\min}=1.000$, multiplies the error by $22.2$ in one step. Repeating it, with $s=\pm\eta\|r\|u_0$ and the more damaging sign each time, leaves $9\times10^{-20}$ of the initial error after 40 steps. The guaranteed extra cost is $\ln74.0/\ln(1/0.576)=7.8$ steps.

Real GMRES is milder. I iterated the linearized map from the top eigenvector plus a random vector of about one tenth its norm. The largest residual ratios were $0.317$, $0.303$, $0.301$, and the largest error ratios $0.32$, $0.81$, $0.96$, rising with $L$ but below 1. Reducing the residual by $10^{-8}$ took 11, 10 and 11 outer steps; the guarantee at 40 Å is $\lceil\ln10^{8}/\ln(1/0.576)\rceil=34$.

**Q.** Where did the size dependence go?

**A.** Into the inner solve. In the Coulomb metric GMRES minimizes $\|P(\hat{\tilde\varepsilon})r\|$ over polynomials of degree $k$ with $P(0)=1$. For a symmetric matrix any such $P$ bounds the relative residual by $\max|P|$ on the spectral interval. A Chebyshev polynomial $T_k$ mapped onto that interval and normalized at zero has maximum $1/T_k(b)$, with $b=(\kappa+1)/(\kappa-1)$ and $\kappa$ the condition number. Since $T_k(b)\ge\frac12(b+\sqrt{b^2-1})^k$ and $b+\sqrt{b^2-1}=(\kappa+1+2\sqrt\kappa)/(\kappa-1)=(\sqrt\kappa+1)/(\sqrt\kappa-1)$,
$$k\le\left\lceil\ln(2/\eta)\Big/\ln\frac{\sqrt\kappa+1}{\sqrt\kappa-1}\right\rceil .$$
For large $\kappa$ the denominator is $2/\sqrt\kappa$, so the bound grows like $L$. At 40 Å, $\kappa=74.3$ gives $\lceil1.897/0.233\rceil=9$, against at most 5 used. The inner totals were 31, 43 and 67.

**Q.** What $\eta$ should I use in the real, nonlinear loop?

**A.** There (R) acquires a correction of order $\|r\|$, from the second-order term of $F$ and the rebuilt model. I ran the 40 Å slab with $\alpha=1$, rebuilding $D$ each step. The start was $\rho^*$, displaced a tenth of the way to the background, plus a sine wave of period $L$ and potential amplitude 0.1 eV. The late ratio is the largest after the residual has fallen by $10^{-5}$; counts are for $10^{-8}$.

| $\eta$ | (E) | $q$ | late ratio | outer | inner |
|---|---|---|---|---|---|
| $10^{-6}$ | 0.212 | 0.212 | 0.193 | 9 | 133 |
| 0.01 | 0.95 | 0.224 | 0.188 | 9 | 70 |
| 0.1 | 7.6 | 0.333 | 0.201 | 10 | 52 |
| 0.3 | 22.4 | 0.576 | 0.318 | 13 | 54 |

Since $q-\delta=\eta(1+\delta)$, tightening $\eta$ far below $\delta$ barely moves $q$, while the inner bound grows as $\ln(2/\eta)$. Loosening also stops paying: from $\eta=0.1$ to $0.3$ the inner total hardly changes, 52 against 54, while the outer count rises from 10 to 13. Of the four values tried, $0.01$ and $0.1$ are therefore the sensible ones in this run. Going from $\eta=0.1$ to $0.01$ saves one outer step, with its diagonalization, and costs $70-52=18$ more inner steps, so here the tighter value pays only if one diagonalization costs more than 18 inner steps. A difference of a single outer step can change with the starting density, so repeat the comparison on your own system.

**Q.** My code measures residuals in the plain $L^2$ norm. Does anything break?

**A.** (E) and (R) hold, but $\varepsilon$ and $\tilde\varepsilon$ are no longer symmetric, so the simplifications go. For the three cells $\|\tilde\varepsilon^{-1}\|_2=1.12$, $1.33$, $1.56$, so that factor must stay. The model errors split: $\|1-\tilde\varepsilon^{-1}\varepsilon\|_2=0.66$, $1.20$, $1.87$, so (E) guarantees nothing in the larger cells even at $\eta=0$, while $\|1-\varepsilon\tilde\varepsilon^{-1}\|_2=0.32$, $0.43$, $0.53$. At 80 Å and $\eta=0.3$ the relaxed bound with $\|A\|\le1+\delta$ is $0.531+0.3\times1.531=0.99$, and (R) with $\|A\|_2=1.19$ gives $0.89$. The linearized $L^2$ runs still converged in 11, 13 and 11 steps, with residual ratios at most $0.305$, so here the guarantee degrades with size and the observed rate does not.

Two conditions remain. The stopping test and the model error must use the same norm, because $\|s\|\le\eta\|r\|$ entered both bounds. And if an exchange-correlation kernel is added to $v$ in $\varepsilon$, the symmetry argument no longer applies: (R) survives with $\delta=\|1-A\|$, and the error chain gains a factor $\|\varepsilon^{-1}\|$. That $\delta$ need not stay small: adding the local (Dirac) exchange kernel at the same densities gives $\delta=0.41$, $0.53$, $0.72$ in the Coulomb norm for the three cells, and more if the kernel is capped in the vacuum. At 80 Å and $\eta=0.3$, $q$ then exceeds 1, although the spectral radius of $1-A$ stays near $0.34$ and linearized runs still converge in about 15 steps. The size-independent $\delta$ above is shown only for a metallic Hartree model with perturbations depending on $z$ alone. In a gapped slab at low temperature $D\approx0$, so $\tilde\varepsilon\approx1$ and $\delta\approx\|\varepsilon\|_v-1$.
